# Conservation of Local Spectral Weight and the Origin of Metal-Induced Gap States: a program that tests the result

```python
"""
Result under test: in an orthonormal local basis the spectral weight of every
orbital integrates to one, so metal-induced weight in an insulator's gap equals
the weight lost outside the gap. For a film joined to a metal by one bond v,
    A_i(E) = v^2 g_i1(E)^2 A_m(E)                 (site i)
    A_n(E) = v^2 <1|n>^2 A_m(E) / (E - E_n)^2     (bare film eigenstate n)
g: Green function of the isolated film; A_m: spectral function of the metal end
site with the film attached. Film: alternating site energies -DELTA, +DELTA,
hopping T_FILM; site 1 touches the metal. Metal: semi-infinite chain, hopping
T_METAL. Energies in eV from midgap, lengths in nm, weights per spin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

DELTA, T_FILM, N_FILM = 3.0, 2.5, 12
T_METAL, V_BOND, E_FERMI = 5.0, 2.0, 0.7   # metal band centred on E_FERMI
CELL = 0.5                               # two film sites per cell
AREA = CELL**2                           # area per chain, nm^2
NODES, GAUSS = np.polynomial.legendre.leggauss(10)


def film_matrix(n_sites, delta):
    onsite = delta * np.where(np.arange(n_sites) % 2 == 0, -1.0, 1.0)
    hop = np.full(n_sites - 1, T_FILM)
    return np.diag(onsite) + np.diag(hop, 1) + np.diag(hop, -1)


def spectra(energy, film, centre):
    """Spectral functions of film sites and of bare film eigenstates."""
    levels, states = film
    resolvent = states[0] / (energy[:, None] - levels)
    g_i1 = resolvent @ states.T
    z = energy - centre
    root = np.sqrt(np.maximum(4 * T_METAL**2 - z**2, 0.0))
    g_metal = (z - 1j * root) / (2 * T_METAL**2)
    a_metal = -g_metal.imag / np.pi
    a_metal = a_metal / abs(1 - V_BOND**2 * g_metal * g_i1[:, 0])**2
    scale = V_BOND**2 * a_metal[:, None]
    return scale * g_i1**2, scale * resolvent**2


def integrate(lo, hi, film, centre=E_FERMI, factor=None):
    """Composite Gauss quadrature, fine enough for the narrow resonances."""
    panels = max(1, int(np.ceil(abs(hi - lo) / 0.001)))
    half = (hi - lo) / panels / 2
    mid = lo + half * (2 * np.arange(panels) + 1)
    energy = (mid[:, None] + half * NODES).ravel()
    weight = np.tile(half * GAUSS, panels)
    if factor is not None:
        weight = weight * factor(energy)
    by_site, by_state = spectra(energy, film, centre)
    return weight @ by_site, weight @ by_state


h_film = film_matrix(N_FILM, DELTA)
film = np.linalg.eigh(h_film)
levels, states = film
valence, conduction = levels < 0, levels > 0
assert np.all(abs(levels) > DELTA)       # no bare level in the window
bottom, top = E_FERMI - 2 * T_METAL, E_FERMI + 2 * T_METAL

# Conservation and moments; the matrix supplies the moments independently.
n_metal = 600
size = N_FILM + n_metal
h_all = np.zeros((size, size))
h_all[:N_FILM, :N_FILM] = h_film
m = np.arange(N_FILM, size)
h_all[m, m] = E_FERMI
h_all[m[:-1], m[1:]] = h_all[m[1:], m[:-1]] = T_METAL
h_all[0, N_FILM] = h_all[N_FILM, 0] = V_BOND
total_site, total_state = integrate(bottom, top, film)
first = integrate(bottom, top, film, factor=lambda e: e)[0]
second = integrate(bottom, top, film, factor=lambda e: e**2)[0]
assert np.allclose(total_site, 1, atol=1e-6)
assert np.allclose(total_state, 1, atol=1e-6)
assert np.allclose(first, np.diag(h_all)[:N_FILM], atol=1e-5)
assert np.allclose(second, np.diag(h_all @ h_all)[:N_FILM], atol=1e-4)

# Window weights against diagonalization. A smooth window removes the
# discreteness of the finite metal chain to exponential accuracy.
SMOOTH = 0.05


def window(e):
    return expit((DELTA - e) / SMOOTH) - expit((-DELTA - e) / SMOOTH)


e_all, c_all = np.linalg.eigh(h_all)
diag_site = c_all[:N_FILM]**2 @ window(e_all)
diag_state = (states.T @ c_all[:N_FILM])**2 @ window(e_all)
green_site, green_state = integrate(bottom, top, film, factor=window)
diag_error = max(np.max(abs(diag_site - green_site)),
                 np.max(abs(diag_state - green_state)))
assert diag_error < 2e-6

# Energy-region losses and parentage.
site_v, state_v = integrate(bottom, -DELTA, film)
site_g, state_g = integrate(-DELTA, DELTA, film)
site_c, state_c = integrate(DELTA, top, film)
bare_v = (states[:, valence]**2).sum(axis=1)
bare_c = (states[:, conduction]**2).sum(axis=1)
loss_v, loss_c = bare_v - site_v, bare_c - site_c
assert np.allclose(site_g, loss_v + loss_c, atol=2e-6)
gap_total = site_g.sum()
from_v, from_c = state_g[valence].sum(), state_g[conduction].sum()
v_to_c, c_to_v = state_c[valence].sum(), state_v[conduction].sum()
assert np.all(state_g > 0)
assert abs(gap_total - from_v - from_c) < 1e-6
assert abs(loss_v.sum() - (from_v + v_to_c - c_to_v)) < 1e-5
assert abs(loss_c.sum() - (from_c + c_to_v - v_to_c)) < 1e-5
inner_gap = integrate(-2.5, 2.5, film)[0].sum()

# Counterexample to a loss in both energy regions: one valence orbital.
ORBITAL = 4.0
single = np.linalg.eigh(film_matrix(1, ORBITAL))
one_v = integrate(bottom, -DELTA, single)[0][0]
one_g = integrate(-DELTA, DELTA, single)[0][0]
one_c = integrate(DELTA, top, single)[0][0]
assert abs(one_g - ((1 - one_v) - one_c)) < 1e-6 and one_c > 1e-3

# Decay of gap weight at midgap.
kappa = 2 / CELL * np.arcsinh(DELTA / (2 * T_FILM))
mid_site = spectra(np.array([0.0]), film, E_FERMI)[0][0]
decay_found = mid_site[2] / mid_site[0]
decay_formula = np.exp(-2 * kappa * CELL)
assert abs(decay_found / decay_formula - 1) < 1e-3


# Energy of equal parentage and neutrality level.
def parent_difference(e):
    part = states[0]**2 / (e - levels)**2
    return part[valence].sum() - part[conduction].sum()


e_equal = brentq(parent_difference, -DELTA, DELTA)
n_valence = valence.sum()


def excess(mu):
    return site_v.sum() - n_valence + integrate(-DELTA, mu, film)[0].sum()


mu_neutral = brentq(excess, -5.5, 10.0, xtol=1e-10)


def trace_on_axis(y):
    z = mu_neutral + 1j * y
    w = z - E_FERMI
    root = np.sqrt(w - 2 * T_METAL) * np.sqrt(w + 2 * T_METAL)
    matrix = z * np.eye(N_FILM) - h_film
    matrix[0, 0] -= V_BOND**2 * (w - root) / (2 * T_METAL**2)
    return np.trace(np.linalg.inv(matrix)).real


axis = quad(trace_on_axis, 0, 1, limit=300, epsabs=1e-9)[0]
axis += quad(trace_on_axis, 1, np.inf, limit=300, epsabs=1e-9)[0]
filled = N_FILM / 2 + axis / np.pi
assert abs(filled - n_valence) < 1e-5

# Areal density at the Fermi level, two spins, per eV and cm^2.
at_fermi = spectra(np.array([E_FERMI]), film, E_FERMI)[0][0]
to_areal = 2 / (AREA * 1e-14)
density = at_fermi.sum() * to_areal

# Neglected transverse momentum: isotropic edge mass widens the gap.
angles = (np.arange(10) + 0.5) * np.pi / 10
samples = []
for kx in angles:
    for ky in angles:
        wide = DELTA + T_FILM**2 / DELTA * (2 - np.cos(kx) - np.cos(ky))
        film_k = np.linalg.eigh(film_matrix(N_FILM, wide))
        samples.append(spectra(np.array([E_FERMI]), film_k, E_FERMI)[0].sum())
density_k = np.mean(samples) * to_areal
mass = const.hbar**2 * DELTA / (T_FILM**2 * const.e * (CELL * 1e-9)**2)
mass /= const.m_e

# Neglected dipole: rigid shift of the metal relative to the film.
EPS_R, DIPOLE_LENGTH = 4.0, 0.25
volt_per_electron = (2 * DIPOLE_LENGTH / AREA / EPS_R
                     * const.e / const.epsilon_0 * 1e9)


def film_charge(shift):
    centre = E_FERMI + shift
    below = integrate(centre - 2 * T_METAL, centre, film, centre)[0].sum()
    return below - n_valence


charge = film_charge(0.0)
shift = brentq(lambda s: s + volt_per_electron * film_charge(s), -2, 2,
               xtol=1e-7)
gap_shifted = integrate(-DELTA, DELTA, film, E_FERMI + shift)[0].sum()

# Neglected overlap across the contact bond.
OVERLAP = 0.1
s_all = np.eye(size)
s_all[0, N_FILM] = s_all[N_FILM, 0] = OVERLAP
e_s, c_s = eigh(h_all, s_all)
mulliken = c_s * (s_all @ c_s)
raw_sum = (c_s[0]**2).sum()
mulliken_sum = mulliken[0].sum()
assert abs(mulliken_sum - 1) < 1e-9
assert abs(raw_sum - 1 / (1 - OVERLAP**2)) < 1e-9
gap_overlap = (mulliken[:N_FILM] @ window(e_s)).sum()

# Neglected temperature and gate field.
TEMPERATURE, FIELD = 400.0, 5.0          # K, MV/cm
kt = const.k * TEMPERATURE / const.e
warm = integrate(E_FERMI - 1, E_FERMI + 1, film,
                 factor=lambda e: expit((E_FERMI - e) / kt))[0].sum()
cold = integrate(E_FERMI - 1, E_FERMI, film)[0].sum()
field_shift = FIELD * 0.1 / (2 * kappa)  # 1 MV/cm = 0.1 V/nm

print(f"Gap {2*DELTA:.1f} eV; film hopping {T_FILM:.1f} eV")
print(f"Metal hopping {T_METAL:.1f} eV; contact bond {V_BOND:.1f} eV")
print(f"Fermi level and metal band centre {E_FERMI:.2f} eV")
print(f"Metal band {bottom:.2f} to {top:.2f} eV")
print(f"Cell {CELL:.2f} nm; sites {N_FILM}; film {N_FILM*CELL/2:.1f} nm")
print(f"Area per chain {AREA:.2f} nm^2; edge mass {mass:.3f} m_e")
print(f"Bare film edges {levels[valence][-1]:.4f}, "
      f"{levels[conduction][0]:.4f} eV")
print(f"Largest error of unit site weight {np.max(abs(total_site-1)):.1e}")
print(f"Largest error against diagonalization {diag_error:.1e}")
print(f"Site 1 moments {first[0]:.4f} eV, {second[0]:.4f} eV^2")
print("Site: bare valence, valence loss, gap, conduction loss (weights)")
for i in range(6):
    print(f"  {i+1}: {bare_v[i]:.5f} {loss_v[i]:+.5f} "
          f"{site_g[i]:.5f} {loss_c[i]:+.5f}")
print(f"Film gap weight {gap_total:.5f} states per spin")
print(f"  part with |E| < 2.5 eV {inner_gap:.5f} states per spin")
print(f"Parentage: valence {from_v:.5f}, conduction {from_c:.5f}")
print(f"Valence states at conduction energies {v_to_c:.5f}")
print(f"Conduction states at valence energies {c_to_v:.5f}")
print(f"Energy-region losses: valence {loss_v.sum():+.5f}, "
      f"conduction {loss_c.sum():+.5f}")
print(f"Single orbital at {-ORBITAL:.1f} eV: gap weight {one_g:.5f}")
print(f"  losses: valence {1-one_v:+.5f}, conduction {-one_c:+.5f}")
print(f"Midgap kappa {kappa:.4f} 1/nm; weight length {1/(2*kappa):.4f} nm")
print(f"Weight ratio per cell: film {decay_found:.5f}, "
      f"formula {decay_formula:.5f}")
print(f"Equal-parentage energy {e_equal:.4f} eV")
print(f"Neutrality level {mu_neutral:.4f} eV")
print(f"Filling there by imaginary axis {filled:.6f} per spin")
print(f"Film density at Fermi level {at_fermi.sum():.5f} 1/eV per spin")
print(f"Areal density, one channel {density:.3e} 1/(eV cm^2)")
print(f"Areal density, transverse average {density_k:.3e} 1/(eV cm^2)")
print(f"Film excess electrons, no dipole {charge:+.5f} per spin")
print(f"Dipole inputs: permittivity {EPS_R:.1f}, "
      f"length {DIPOLE_LENGTH:.2f} nm")
print(f"Self-consistent metal shift {shift:+.4f} eV")
print(f"Gap weight with dipole {gap_shifted:.5f} states per spin")
print(f"Contact overlap {OVERLAP:.2f}: raw sum {raw_sum:.5f}, "
      f"Mulliken sum {mulliken_sum:.5f}")
print(f"Smooth-window gap weight: no overlap {diag_site.sum():.5f}, "
      f"overlap {gap_overlap:.5f}")
print(f"Charge change at {TEMPERATURE:.0f} K {warm-cold:+.2e} per spin")
print(f"Field {FIELD:.1f} MV/cm: shift over weight length "
      f"{field_shift:.3f} eV")
print(f"Far-site to contact-site density at Fermi level "
      f"{at_fermi[-1]/at_fermi[0]:.2e}")
print("all good")
```

It prints:

```
Gap 6.0 eV; film hopping 2.5 eV
Metal hopping 5.0 eV; contact bond 2.0 eV
Fermi level and metal band centre 0.70 eV
Metal band -9.30 to 10.70 eV
Cell 0.50 nm; sites 12; film 3.0 nm
Area per chain 0.25 nm^2; edge mass 0.146 m_e
Bare film edges -3.0599, 3.0599 eV
Largest error of unit site weight 1.5e-11
Largest error against diagonalization 1.3e-10
Site 1 moments -3.0000 eV, 19.2500 eV^2
Site: bare valence, valence loss, gap, conduction loss (weights)
  1: 0.90568 +0.21810 0.19745 -0.02065
  2: 0.16471 +0.01460 0.03606 +0.02147
  3: 0.85265 +0.05737 0.05755 +0.00018
  4: 0.15204 +0.00255 0.00919 +0.00664
  5: 0.84928 +0.02131 0.02150 +0.00018
  6: 0.15108 +0.00066 0.00376 +0.00310
Film gap weight 0.34378 states per spin
  part with |E| < 2.5 eV 0.15908 states per spin
Parentage: valence 0.31343, conduction 0.03035
Valence states at conduction energies 0.01548
Conduction states at valence energies 0.00110
Energy-region losses: valence +0.32780, conduction +0.01598
Single orbital at -4.0 eV: gap weight 0.14743
  losses: valence +0.16391, conduction -0.01647
Midgap kappa 2.2753 1/nm; weight length 0.2198 nm
Weight ratio per cell: film 0.10276, formula 0.10277
Equal-parentage energy 2.1543 eV
Neutrality level 2.7650 eV
Filling there by imaginary axis 6.000000 per spin
Film density at Fermi level 0.01405 1/eV per spin
Areal density, one channel 1.124e+13 1/(eV cm^2)
Areal density, transverse average 3.670e+12 1/(eV cm^2)
Film excess electrons, no dipole -0.02990 per spin
Dipole inputs: permittivity 4.0, length 0.25 nm
Self-consistent metal shift +0.2439 eV
Gap weight with dipole 0.33703 states per spin
Contact overlap 0.10: raw sum 1.01010, Mulliken sum 1.00000
Smooth-window gap weight: no overlap 0.59554, overlap 0.59155
Charge change at 400 K -7.90e-06 per spin
Field 5.0 MV/cm: shift over weight length 0.110 eV
Far-site to contact-site density at Fermi level 1.43e-05
all good
```
